**Peak excitation of a two-level emitter by one mode-matched photon**

The peak excitation probability is 1 for an exponential rising at the emitter's decay rate $\Gamma$, 0.801 for the best Gaussian and $4/e^2\approx0.541$ for an exponential decaying at rate $\Gamma$. The Gaussian has amplitude proportional to $e^{-\Omega^2t^2/4}$, and its best bandwidth is $\Omega\approx1.46\,\Gamma$. The program integrates the driven-emitter solution by quadrature and asserts that it agrees with the closed forms, including those for wrong rates and for a detuned rising pulse. A two-parameter search that uses only the definition of the excitation probability is asserted to find the derived Gaussian optimum, with its peak at $1/\Gamma$ after the pulse centre. A scan of bandwidths from $0.2\,\Gamma$ to $20\,\Gamma$ is asserted to show a single maximum. The program also diagonalizes the one-excitation Hamiltonian with discrete field modes and asserts agreement within 0.015 for the three pulses and for a two-way waveguide lit from one side. The bound $1-e^{-\Gamma T}$ for a photon of duration $T$ is asserted within 0.005. The output lists these values for a model emitter with a lifetime of 2 ns.

## Numerical verification

```python
"""
Peak excitation of a two-level emitter by one mode-matched photon.
Result under test: the peak probability is 1 for a rising exponential,
about 0.80 for the best Gaussian and 4/e^2 for a decaying exponential.

Gamma : emitter decay rate (1/ns); all decay enters the photon's channel
xi(t) : photon amplitude at the emitter, integral of |xi|^2 dt = 1
Omega : Gaussian bandwidth, xi = (Omega^2/2pi)^(1/4) exp(-Omega^2 t^2/4)
b     : Omega/Gamma
P(t)  : Gamma |int_{-inf}^t exp(-Gamma(t-s)/2) xi(s) ds|^2
beta  : fraction of the decay that enters the photon's channel
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import erf, erfc, erfcx

lifetime = 2.0                 # ns, chosen model value
Gamma = 1.0 / lifetime         # 1/ns


def gaussian(t, Omega):
    return (Omega**2 / (2*np.pi))**0.25 * np.exp(-Omega**2 * t**2 / 4)


def rising(t, rate):
    return np.sqrt(rate) * np.exp(rate*t/2) if t <= 0 else 0.0


def decaying(t, rate):
    return np.sqrt(rate) * np.exp(-rate*t/2) if t >= 0 else 0.0


def excitation(t, pulse, start, detuning=0.0):
    """P(t) by direct quadrature of the driven-emitter solution."""
    def part(trig):
        return quad(lambda s: np.exp(-Gamma*(t-s)/2) * pulse(s)
                    * trig(detuning*s), start, t,
                    epsabs=1e-12, epsrel=1e-11, limit=200)[0]
    real = part(np.cos)
    imag = part(np.sin) if detuning else 0.0
    return Gamma * (real**2 + imag**2)


# ---------- exponential pulses: quadrature against closed forms ----------
early = -60 / Gamma
P_rise = excitation(0.0, lambda s: rising(s, Gamma), early)
assert abs(P_rise - 1) < 1e-8


def decay_peak(rate):
    found = minimize_scalar(
        lambda t: -excitation(t, lambda s: decaying(s, rate), 0.0),
        bounds=(0.01/Gamma, 12/Gamma), method="bounded",
        options={"xatol": 1e-7})
    return found.x, -found.fun


t_decay, P_decay = decay_peak(Gamma)
assert abs(P_decay - 4*np.exp(-2)) < 1e-8
assert abs(t_decay*Gamma - 2) < 1e-4

mismatch = {}
for r in (0.5, 2.0, 5.0):
    P_r = excitation(0.0, lambda s: rising(s, r*Gamma), early)
    P_d = decay_peak(r*Gamma)[1]
    assert abs(P_r - 4*r/(1+r)**2) < 1e-7
    assert abs(P_d - 4*r**(-(r+1)/(r-1))) < 1e-7
    assert P_r < P_rise and P_d < P_decay
    mismatch[r] = (P_r, P_d)

offset_MHz = 20.0
delta = 2*np.pi*offset_MHz*1e-3          # rad/ns
P_detuned = excitation(0.0, lambda s: rising(s, Gamma), early, delta)
assert abs(P_detuned - 1/(1+(delta/Gamma)**2)) < 1e-7


# ---------- Gaussian pulse ----------
def gaussian_direct(t, Omega, detuning=0.0):
    return excitation(t, lambda s: gaussian(s, Omega), -14/Omega, detuning)


def gaussian_closed(u, a):
    return (a*np.sqrt(np.pi/2) * np.exp(-2*a*u - a**2/2)
            * (1 + erf(u))**2)


for b_test, x_test in ((0.7, 0.5), (1.5, 1.3), (3.0, 0.2)):
    Omega_test, t_test = b_test*Gamma, x_test/Gamma
    u_test = (Omega_test*t_test - 1/b_test)/2
    assert abs(gaussian_direct(t_test, Omega_test)
               - gaussian_closed(u_test, 1/b_test)) < 1e-9

# Stationary point from the derived pair of conditions.


def ridge_slope(u):
    return 2/np.sqrt(np.pi)/erfcx(-u)


b_best = brentq(lambda b: 1/b - ridge_slope((b-1/b)/2), 0.5, 4.0,
                xtol=1e-13)
P_formula = 4*b_best/np.sqrt(2*np.pi)*np.exp(-b_best**2/2)

# Blind search over bandwidth and time, using only the definition of P.
search = minimize(lambda p: -gaussian_direct(p[1]/Gamma,
                                             np.exp(p[0])*Gamma),
                  [0.0, 0.5], method="Nelder-Mead",
                  options={"xatol": 1e-6, "fatol": 1e-12})
b_search, x_search, P_gauss = np.exp(search.x[0]), search.x[1], -search.fun
assert abs(b_search - b_best) < 1e-4
assert abs(x_search - 1) < 1e-4
assert abs(P_gauss - P_formula) < 1e-8
assert abs(P_gauss - 0.80) < 0.005


def gaussian_peak(b):
    a = 1/b
    found = minimize_scalar(
        lambda u: 2*a*u - 2*np.log(erfc(-u)), bounds=(-6, 5),
        method="bounded", options={"xatol": 1e-9})
    return gaussian_closed(found.x, a)


# Only one local maximum over a wide range of bandwidths.
scan = np.array([gaussian_peak(b) for b in np.geomspace(0.2, 20, 300)])
turns = np.sum((scan[1:-1] > scan[:-2]) & (scan[1:-1] > scan[2:]))
assert turns == 1 and scan.max() <= P_gauss + 1e-9

# Detuning lowers the peak of the Gaussian pulse.
Omega_best = b_best*Gamma
P_gauss_detuned = max(gaussian_direct(x/Gamma, Omega_best, delta)
                      for x in np.linspace(0, 3, 61))
assert P_gauss_detuned < P_gauss - 1e-3

fwhm = 2*np.sqrt(2*np.log(2))/Omega_best
half = gaussian(fwhm/2, Omega_best)**2 / gaussian(0, Omega_best)**2
assert abs(half - 0.5) < 1e-12


# ---------- full Hamiltonian with discrete field modes ----------
class ModeModel:
    """Emitter plus one or more channels, single-excitation space."""

    def __init__(self, fractions, half_count):
        self.spacing = 0.2*Gamma
        self.offsets = self.spacing*np.arange(-half_count, half_count+1)
        n = len(self.offsets)
        H = np.zeros((1+n*len(fractions),)*2)
        for j, fraction in enumerate(fractions):
            block = np.arange(1+j*n, 1+(j+1)*n)
            H[block, block] = self.offsets
            g = np.sqrt(fraction*Gamma*self.spacing/(2*np.pi))
            H[0, block] = g
            H[block, 0] = g
        self.energy, self.vectors = eigh(H)

    def peak(self, spectrum, launch, times):
        """Photon in the first channel, released at time launch."""
        state = np.zeros(len(self.energy), complex)
        n = len(self.offsets)
        state[1:n+1] = (np.sqrt(self.spacing/(2*np.pi))
                        * spectrum(self.offsets)
                        * np.exp(-1j*self.offsets*launch))
        weights = self.vectors[0]*(self.vectors.T @ state)
        phases = np.exp(-1j*np.outer(times-launch, self.energy))
        return np.max(np.abs(phases @ weights)**2)

    def best_possible(self, duration):
        """Largest excitation any photon can give after this duration."""
        row = (self.vectors[0]*np.exp(-1j*self.energy*duration)
               ) @ self.vectors.T
        return np.sum(np.abs(row[1:])**2)


def spectrum_rising(w):
    return np.sqrt(Gamma)/(Gamma/2 + 1j*w)


def spectrum_decaying(w):
    return np.sqrt(Gamma)/(Gamma/2 - 1j*w)


def spectrum_gaussian(w):
    return ((Omega_best**2/(2*np.pi))**0.25 * 2*np.sqrt(np.pi)/Omega_best
            * np.exp(-w**2/Omega_best**2))


model = ModeModel([1.0], 500)
times = np.linspace(-1, 4, 251)/Gamma
M_rise = model.peak(spectrum_rising, -12/Gamma, times)
M_gauss = model.peak(spectrum_gaussian, -8/Gamma, times)
M_decay = model.peak(spectrum_decaying, -2/Gamma, times)
# The finite band of 100 Gamma on each side costs up to about one percent.
assert abs(M_rise - P_rise) < 0.015
assert abs(M_gauss - P_gauss) < 0.015
assert abs(M_decay - P_decay) < 0.015

span = 3.0/Gamma
M_bound = model.best_possible(span)
bound = 1 - np.exp(-Gamma*span)
assert abs(M_bound - bound) < 0.005      # same finite-band error

two_way = ModeModel([0.5, 0.5], 250)
M_half = two_way.peak(spectrum_rising, -12/Gamma, times)
assert abs(M_half - 0.5*P_rise) < 0.015  # same finite-band error

# ---------- numbers for the text ----------
print(f"Emitter lifetime 1/Gamma: {lifetime:.2f} ns")
print(f"Decay rate Gamma: {Gamma:.3f} ns^-1")
print("Peak probabilities from direct integration (no unit)")
print(f"  rising exponential: {P_rise:.5f}")
print(f"  best Gaussian: {P_gauss:.5f}")
print(f"  decaying exponential: {P_decay:.5f}")
print("Best Gaussian")
print(f"  b = Omega/Gamma: {b_best:.5f}")
print(f"  a = Gamma/Omega: {1/b_best:.5f}")
print(f"  u at the peak: {(b_best-1/b_best)/2:.5f}")
print(f"  Omega: {Omega_best:.4f} ns^-1")
print(f"  intensity full width at half maximum: {fwhm:.3f} ns")
print(f"  peak time after pulse centre: {x_search/Gamma:.3f} ns")
print(f"  P from the closed formula: {P_formula:.5f}")
print(f"Decaying pulse, peak time after front: {t_decay:.3f} ns")
print("Gaussian peak probability at other bandwidths")
for b in (0.5, 1.0, 2.0, 4.0):
    print(f"  Omega/Gamma = {b:.1f}: {gaussian_peak(b):.4f}")
print("Exponential pulses with rate r*Gamma: rising, decaying peak")
for r, (P_r, P_d) in mismatch.items():
    print(f"  r = {r:.1f}: {P_r:.4f}, {P_d:.4f}")
print(f"Detuning: {offset_MHz:.1f} MHz")
print(f"  delta: {delta:.4f} rad/ns")
print(f"  delta/Gamma: {delta/Gamma:.4f}")
print(f"  rising-pulse peak: {P_detuned:.4f}")
print(f"  best-Gaussian pulse, detuned peak: {P_gauss_detuned:.4f}")
print("Discrete-mode Hamiltonian, peak probabilities")
print(f"  number of modes: {len(model.offsets)}")
print(f"  half band / Gamma: {model.offsets[-1]/Gamma:.1f}")
print(f"  rising exponential: {M_rise:.4f}")
print(f"  best Gaussian: {M_gauss:.4f}")
print(f"  decaying exponential: {M_decay:.4f}")
print(f"  rising, one side of two-way guide: {M_half:.4f}")
print(f"Best photon of duration {span:.1f} ns")
print(f"  discrete modes: {M_bound:.4f}")
print(f"  1 - exp(-Gamma T): {bound:.4f}")
print("checks complete")
```

It prints:

```
Emitter lifetime 1/Gamma: 2.00 ns
Decay rate Gamma: 0.500 ns^-1
Peak probabilities from direct integration (no unit)
  rising exponential: 1.00000
  best Gaussian: 0.80098
  decaying exponential: 0.54134
Best Gaussian
  b = Omega/Gamma: 1.46246
  a = Gamma/Omega: 0.68378
  u at the peak: 0.38934
  Omega: 0.7312 ns^-1
  intensity full width at half maximum: 3.220 ns
  peak time after pulse centre: 2.000 ns
  P from the closed formula: 0.80098
Decaying pulse, peak time after front: 4.000 ns
Gaussian peak probability at other bandwidths
  Omega/Gamma = 0.5: 0.5869
  Omega/Gamma = 1.0: 0.7702
  Omega/Gamma = 2.0: 0.7808
  Omega/Gamma = 4.0: 0.6262
Exponential pulses with rate r*Gamma: rising, decaying peak
  r = 0.5: 0.8889, 0.5000
  r = 2.0: 0.8889, 0.5000
  r = 5.0: 0.5556, 0.3578
Detuning: 20.0 MHz
  delta: 0.1257 rad/ns
  delta/Gamma: 0.2513
  rising-pulse peak: 0.9406
  best-Gaussian pulse, detuned peak: 0.7777
Discrete-mode Hamiltonian, peak probabilities
  number of modes: 1001
  half band / Gamma: 100.0
  rising exponential: 0.9968
  best Gaussian: 0.8035
  decaying exponential: 0.5431
  rising, one side of two-way guide: 0.4968
Best photon of duration 6.0 ns
  discrete modes: 0.9504
  1 - exp(-Gamma T): 0.9502
checks complete
```
